# Momentum Relaxation of a Two-Dimensional Electron Gas by Remote Ionized Impurities, part 2

Electrons of effective mass $m$ and charge $-e$ move freely in the plane $z=0$, in one spin-degenerate parabolic subband at zero temperature, with areal density $n_s$. Fixed impurities of charge $+e$ and areal density $N_i$ lie at uncorrelated random positions in the plane $z=-d$. The sheet is infinitely thin and the permittivity $\varepsilon$ is uniform. The question is how the separation $d$ affects the rate at which the impurities relax the electrons' momentum. SI units are used, and $\mathbf r$ and $\mathbf q$ lie in the plane, with

$$U(\mathbf q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}U(\mathbf r).$$

The Fermi circle has $k_F=\sqrt{2\pi n_s}$, $v_F=\hbar k_F/m$ and $E_F=\pi\hbar^2n_s/m$. Scattering through the angle $\theta$ has $q=2k_F\sin(\theta/2)$.

Part (a) found the unscreened potential energy of one impurity:

$$U_{\rm ext}(q)=-\frac{e^2}{2\varepsilon q}\,e^{-qd}.$$

With linear screening, the total $U(q)$ is also negative, with magnitude

$$V(q)=\frac{\pi\hbar^2}{m}\,S(q)\,e^{-qd},\qquad S(q)=\frac{q_{TF}}{q+q_{TF}},$$

where $q_{TF}=me^2/(2\pi\varepsilon\hbar^2)$. In part (c), the cross terms between different impurities averaged to zero. In the Born approximation, the momentum-relaxation rate, which weights each collision by $1-\cos\theta$, and the unweighted collision rate are

$$\frac1{\tau_{tr}}=\frac{N_im}{2\pi\hbar^3k_F^3}\int_0^{2k_F}\frac{q^2V(q)^2\,dq}{\sqrt{1-(q/2k_F)^2}}=\frac{4\pi\hbar N_i}mI_2,$$

$$\frac1{\tau_q}=\frac{N_im}{\pi\hbar^3k_F}\int_0^{2k_F}\frac{V(q)^2\,dq}{\sqrt{1-(q/2k_F)^2}}=\frac{2\pi\hbar N_i}mI_0 .$$

Here $I_2$ and $I_0$ are integrals over the half-angle $\theta/2$, with and without the weight $\sin^2(\theta/2)$. The mobility is $\mu=e\tau_{tr}/m$.

The example, case (f), has $m=0.20$ electron masses, relative permittivity 10, $n_s=N_i=10^{17}\ \mathrm{m^{-2}}$ and $d=10$ nm. Then $k_F=0.793\ \mathrm{nm^{-1}}$, $q_{TF}=0.756\ \mathrm{nm^{-1}}$, $k_Fd=7.93$, $q_{TF}d=7.56$ and $E_F=119.7$ meV. The results are $\tau_{tr}=30.6$ ps, $\tau_q=0.098$ ps and $\mu=26.9\ \mathrm{m^2/(V\,s)}$.

### (g) Which angles are suppressed?

**Compare the exponential separation factor with the momentum weight as functions of angle. Does separation suppress small-angle scattering?**

**Solution.** Two factors compete in the relaxation rate. The separation factor $e^{-2qd}$ is 1 in the forward direction and falls with angle. The weight $1-\cos\theta$ vanishes as $\theta^2/2$ in the forward direction and rises with angle. For the case in (f):

| $\theta$ | $e^{-2qd}$ | $1-\cos\theta$ | product |
|---|---|---|---|
| 2° | 0.575 | $6.1\times10^{-4}$ | $3.5\times10^{-4}$ |
| 5° | 0.251 | $3.8\times10^{-3}$ | $9.5\times10^{-4}$ |
| 10° | 0.063 | $1.5\times10^{-2}$ | $9.6\times10^{-4}$ |
| 20° | $4.1\times10^{-3}$ | $6.0\times10^{-2}$ | $2.5\times10^{-4}$ |
| 60° | $1.3\times10^{-7}$ | 0.50 | $6.5\times10^{-8}$ |
| 180° | $1.7\times10^{-14}$ | 2.0 | $3.4\times10^{-14}$ |

Separation suppresses large-angle scattering. Collisions through small angles survive and make up nearly all that remain. What is suppressed at small angles is their effect on the momentum, and that suppression comes from the weight $1-\cos\theta$, which is present at any $d$.

The product is proportional to $q^2e^{-2qd}$. Its derivative, $2q(1-qd)e^{-2qd}$, vanishes at $q=1/d$. For $k_Fd\gg1$ the corresponding angle is small, so $q\simeq k_F\theta$ and

$$\theta_{\max}\simeq\frac1{k_Fd},$$

which is 7.2° here. The screening factor $S^2$ is not in the table. It decreases slowly with $q$ and moves the balance a little towards smaller angles.

The full integrands confirm the picture. Half of all collisions have $\theta$ below 2.2°, while half of the momentum relaxation comes from angles below 8.7°. In the Born approximation, angles above 90° supply a fraction $1.6\times10^{-8}$ of the relaxation rate.

### (h) The law for a distant plane

**Find the leading behaviour of both rates for $k_Fd\gg1$ and $q_{TF}d\gg1$, with the first corrections to the relaxation rate. Is the total rate exponential in $d$?**

**Solution.** The exponential confines the integrals to $q\lesssim1/d$, far below both $q_{TF}$ and $2k_F$. To leading order set $S=1$, replace the square root by 1, and extend the upper limit to infinity. The part of the range near $2k_F$ is weighted by about $e^{-4k_Fd}$ and is negligible beside any power of $1/d$. With

$$\int_0^\infty q^n e^{-2qd}\,dq=\frac{n!}{(2d)^{n+1}},$$

the case $n=2$ gives $2/(8d^3)=1/(4d^3)$, and

$$\frac1{\tau_{tr}}\to\frac{N_im}{2\pi\hbar^3k_F^3}\left(\frac{\pi\hbar^2}m\right)^2\frac1{4d^3}=\frac{\pi\hbar N_i}{8m(k_Fd)^3}.$$

For the collision rate $n=0$ gives $1/(2d)$, and

$$\frac1{\tau_q}\to\frac{N_im}{\pi\hbar^3k_F}\left(\frac{\pi\hbar^2}m\right)^2\frac1{2d}=\frac{\pi\hbar N_i}{2mk_Fd}.$$

Their ratio is $\tau_{tr}/\tau_q\to4(k_Fd)^2$.

The total rate is therefore not exponential in $d$. Each Fourier component falls exponentially as $d$ grows, but the decay is slow for small $q$: at any $d$, the components with $q<1/(2d)$ have $e^{-2qd}>e^{-1}$ and so keep more than a third of their contribution to $V^2$. As $d$ grows, this surviving window narrows as $1/d$. The collision rate follows the width of the window. The relaxation rate carries in addition the weight $q^2\sim1/d^2$, which makes $1/d^3$ in all.

In the Born approximation, an exponential law does hold for scattering through a fixed angle. For backscattering, $q=2k_F$ and the factor is $e^{-4k_Fd}$. Moving the plane from 10 to 11 nm multiplies the backscattering rate by $e^{-4(0.793)}=0.042$, whereas the total relaxation rate falls by roughly a quarter.

For the corrections, expand the two slowly varying factors:

$$S^2=1-\frac{2q}{q_{TF}}+\frac{3q^2}{q_{TF}^2}+\dots,\qquad\frac1{\sqrt{1-(q/2k_F)^2}}=1+\frac{q^2}{8k_F^2}+\dots$$

Averages with the weight $q^2e^{-2qd}$ follow from the same integral:

$$\langle q\rangle=\frac{3!}{2!}\,\frac1{2d}=\frac3{2d},\qquad\langle q^2\rangle=\frac{4!}{2!}\,\frac1{(2d)^2}=\frac3{d^2}.$$

Hence

$$\frac1{\tau_{tr}}=\frac{\pi\hbar N_i}{8m(k_Fd)^3}\left[1-\frac3{q_{TF}d}+\frac9{(q_{TF}d)^2}+\frac3{8(k_Fd)^2}+\dots\right].$$

At $q_{TF}d=200$ the ratio of the full rate to its leading law is 0.985230, and the bracket gives 0.985234. The leading correction is negative because $S<1$ at finite $q$, so the potential is weaker than the leading law assumes.

The limiting mobility is

$$\mu\to\frac{8e(k_Fd)^3}{\pi\hbar N_i}.$$

The effective mass has cancelled in this limit; at finite $d$ some dependence on it remains through $q_{TF}$. A heavier electron accelerates less, since $\mu=e\tau_{tr}/m$, but $\tau_{tr}$ is proportional to $m$ in this limit. At fixed $N_i$ and $d$ the mobility grows as $n_s^{3/2}$, because a larger Fermi circle turns the same momentum transfer into a smaller angle.

For the case in (f), with $e/\hbar=1.519\times10^{15}\ \mathrm{(V\,s)^{-1}}$,

$$\mu\to\frac{8\,(1.519\times10^{15})(7.927)^3}{\pi\times10^{17}}\ \mathrm{m^2/(V\,s)}=19.3\ \mathrm{m^2/(V\,s)}.$$

This is 28 % below the full value of 26.9. At $q_{TF}d=7.56$ the first correction alone is $-0.40$, so the leading law is a rough guide there. The approach to the limit is slow:

| $d$ (nm) | $\mu$, full | $\mu$, limit | $\tau_{tr}/\tau_q$ | $4(k_Fd)^2$ |
|---|---|---|---|---|
| 5 | 4.3 | 2.4 | 91 | 63 |
| 10 | 26.9 | 19.3 | 312 | 251 |
| 20 | 185 | 154 | 1130 | 1010 |
| 40 | 1360 | 1230 | 4280 | 4020 |

Mobilities are in $\mathrm{m^2/(V\,s)}$. The local power of $d$ in the relaxation rate is $-2.72$ at 10 nm and $-2.91$ at 40 nm. From the first correction it is $-3+3/(q_{TF}d)$ at large $d$, so it tends to $-3$ from above.

The table holds $n_s$ and $N_i$ fixed while $d$ changes, which a real barrier does not always allow. If the impurity plane alone balances the electrons, the field between the planes is $en_s/\varepsilon=1.8$ MV/cm. The potential then drops by 1.8 V over 10 nm and by 7.2 V over 40 nm, the latter more than a band offset can hold unless other fixed charge, such as polarization charge, cancels part of the field. When the band offset fixes this drop, $n_s=N_i$ falls roughly as $1/d$, and the limiting mobility grows as $d^{5/2}$ instead of $d^3$.

### (i) The same limits without the golden rule

**Recover both limiting rates from electrons that pass each impurity on a nearly straight path.**

**Solution.** For strong screening, $S=1$ and $U(q)=-(\pi\hbar^2/m)e^{-qd}$. The real-space form follows from the Coulomb potential. Part (a) showed that $1/(4\pi\sqrt{r^2+d^2})$ has the transform $e^{-qd}/(2q)$. Multiplying by 2 and applying $-\partial/\partial d$ to both gives

$$e^{-qd}\;\longleftrightarrow\;\frac{d}{2\pi(r^2+d^2)^{3/2}} .$$

Let an electron pass along $x$ at impact parameter $b$. Since $\int_{-\infty}^{\infty}dx\,(x^2+a^2)^{-3/2}=2/a^2$, with $a^2=b^2+d^2$,

$$\int U\,dx=-\frac{\pi\hbar^2}m\,\frac d{2\pi}\,\frac2{b^2+d^2}=-\frac{\hbar^2}m\,\frac d{b^2+d^2}.$$

The sideways impulse is $-(1/v_F)\,\partial/\partial b$ of this integral. Dividing its magnitude by the momentum $\hbar k_F=mv_F$ gives the deflection

$$\alpha(b)=\frac{2|b|d}{k_F^2(b^2+d^2)^2}.$$

An electron passes $N_iv_F\,db$ impurities per unit time in the interval $db$, and each removes the fraction $1-\cos\alpha\simeq\alpha^2/2$ of the forward momentum:

$$\frac1{\tau_{tr}}=N_iv_F\,\frac{2d^2}{k_F^4}\int_{-\infty}^{\infty}\frac{b^2\,db}{(b^2+d^2)^4}.$$

With $b=d\tan u$ the integral is $d^{-5}\int_{-\pi/2}^{\pi/2}\sin^2u\cos^4u\,du=\pi/(16d^5)$. Therefore

$$\frac1{\tau_{tr}}=\frac{\pi N_iv_F}{8k_F^4d^3}=\frac{\pi\hbar N_i}{8m(k_Fd)^3},$$

in agreement with (h).

For the collision rate the wave must be kept. Along the path it gains the phase

$$\delta(b)=-\frac1{\hbar v_F}\int U\,dx=\frac{d}{k_F(b^2+d^2)} .$$

The scattered part of the wave is $e^{i\delta}-1$, whose squared magnitude is $2(1-\cos\delta)\simeq\delta^2$. Thus

$$\frac1{\tau_q}=N_iv_F\int_{-\infty}^{\infty}\delta^2\,db=N_iv_F\,\frac{d^2}{k_F^2}\,\frac\pi{2d^3}=\frac{\pi\hbar N_i}{2mk_Fd},$$

again as in (h); the substitution $b=d\tan u$ gives the integral $\pi/(2d^3)$.

The two pictures fit together. Classically, a passage at an impact parameter of order $d$ turns the electron by an angle of order $1/(k_Fd)^2$. In the wave description a passage scatters with probability of order $\delta^2\sim1/(k_Fd)^2$, and then through an angle of order $1/(k_Fd)$. The mean square angle is of order $1/(k_Fd)^4$ in both.

### (j) When does the result hold?

**Find the conditions for the Born approximation and for linear screening, check them for the case in (f), and say what lies outside the model.**

**Solution.** For a single impurity the Born approximation requires a small phase $\delta$. For $S=1$ its largest value, at $b=0$, is $1/(k_Fd)=0.126$ rad; since $S<1$, the phase in case (f) is somewhat smaller. The next term in $2(1-\cos\delta)=\delta^2-\delta^4/12+\dots$ changes the collision rate by the relative amount

$$-\frac1{12}\,\frac{\int\delta^4db}{\int\delta^2db}=-\frac1{12}\,\frac{5}{8(k_Fd)^2}=-8.3\times10^{-4},$$

where $\int_{-\infty}^{\infty}db\,(b^2+d^2)^{-4}=5\pi/(16d^7)$. Numerical integration with the full cosine gives the ratio 0.99917 to the limiting rate, as expected. This is only the part of the single-impurity error that comes from higher powers of the phase on a straight path. The impurity also bends the path and changes the electron's speed. Those effects are governed by the depth of its potential relative to the Fermi energy, which for $S=1$ is at most $1/(k_Fd)^2=0.016$. They are small too, but they need not be smaller than the phase correction, and they also affect the relaxation rate. The tiny rates at large angles are less secure. Two successive transfers in the same direction, with $q_1+q_2=q$, carry the same exponential $e^{-qd}$ as a single transfer $q$, so higher orders can change these rates by a much larger fraction.

The potentials of many impurities overlap, so their sum must also be weak. For uncorrelated positions the variance of the total potential energy is $N_i\int U(\mathbf r)^2d^2r$. By Parseval's theorem, with $S=1$,

$$\langle(\delta U)^2\rangle=N_i\left(\frac{\pi\hbar^2}m\right)^2\int_0^\infty\frac{q\,dq}{2\pi}\,e^{-2qd}=\left(\frac{\pi\hbar^2}m\right)^2\frac{N_i}{8\pi d^2}.$$

Taking the square root and dividing by $E_F=\pi\hbar^2n_s/m$,

$$\frac{\delta U_{\rm rms}}{E_F}=\frac{\sqrt{N_i/8\pi}}{n_sd}.$$

This is 0.063 here, so the density follows the potential nearly linearly. The condition fails when the channel is depleted: with $N_i$ and $d$ unchanged, the ratio reaches 1 at $n_s\approx6\times10^{15}\ \mathrm{m^{-2}}$. Near that density the electrons no longer screen linearly. They begin to collect in puddles, and neither $V(q)$ nor the mobility law can be trusted.

The phase gathered in this potential over a length $d$ is about $\delta U_{\rm rms}d/(\hbar v_F)$. Since $E_F/(\hbar v_F)=k_F/2$, this is $0.063\times7.93/2=0.25$. The potential stays correlated for longer than that, however. Its correlation function is proportional to the transform of $e^{-2qd}$, which by (i) varies along a path as $(x^2+4d^2)^{-3/2}$ and has the integrated width $4d$. Over that length the phase is of order 1, and the mean free path between collisions, $v_F\tau_q=45$ nm, is only about as long as this width. Within one free path the wave does not yet decay at its steady rate, so the collision rate is only an estimate here. The relaxation rate is less exposed, because (i) also obtains it from small classical deflections, which do not require a small phase. The mean free path between collisions satisfies $k_Fv_F\tau_q=36\gg1$, so the electron states are well defined between collisions.

Other limits lie in the model itself. A channel of finite thickness spreads the electrons over a range of distances from the plane and weakens their screening, which can be neglected only when $d$ is much larger than that thickness. Case (f) does not meet this condition well. At its density, electrons held against a barrier by their own field lie about 2 nm from it on average, which at $d=10$ nm changes the mobility by tens of per cent, and the second subband is close to the Fermi level and may begin to fill. Different permittivities on the two sides would add image charges. Correlated impurity positions would restore the cross terms dropped in (c) and multiply $V^2$ by a structure factor. At finite temperature the polarization and the range of electron energies both change. The values behind the example and the checks are listed in the numerical output.

## Computed values

```
effective mass / electron mass: 0.20
relative permittivity: 10.0
electron density: 1.00e+17 m^-2
impurity density: 1.00e+17 m^-2
distance d: 10.0 nm
Fermi wavevector: 0.7927 nm^-1
screening wavevector: 0.7559 nm^-1
Fermi energy: 119.7 meV
k_F d: 7.927; q_TF d: 7.559 (no unit)
half-angle integral, relaxation: 4.4999e-05
half-angle integral, collisions: 2.8051e-02
relaxation rate 1/tau_tr: 3.2732e+10 s^-1
collision rate 1/tau_q: 1.0202e+13 s^-1
tau_tr: 30.55 ps; tau_q: 0.0980 ps
tau_tr/tau_q: 311.7; far law: 251.3
mobility: 26.87 m^2/(V s) = 2.687e+05 cm^2/(V s)
far-law mobility: 19.27 m^2/(V s)
far-law relaxation rate: 4.5640e+10 s^-1
angle (deg), q (nm^-1), exp(-2qd), 1-cos(angle), product:
    2  0.0277  5.750e-01  6.092e-04  3.503e-04
    5  0.0692  2.508e-01  3.805e-03  9.544e-04
   10  0.1382  6.308e-02  1.519e-02  9.583e-04
   20  0.2753  4.063e-03  6.031e-02  2.450e-04
   60  0.7927  1.303e-07  5.000e-01  6.516e-08
  180  1.5853  1.698e-14  2.000e+00  3.396e-14
median angle of collisions: 2.23 deg
median angle of momentum relaxation: 8.73 deg
angle scale 1/(k_F d): 7.23 deg
share of relaxation from angles above 90 deg: 1.61e-08
d (nm), mobility, far-law mobility (m^2/(V s)), tau_tr/tau_q, 4(k_F d)^2, slope:
     5  4.30  2.41  90.7  62.8  -2.564
    10  26.87  19.27  311.7  251.3  -2.718
    20  184.59  154.15  1131.5  1005.3  -2.836
    40  1355.17  1233.17  4280.0  4021.2  -2.910
(slope = d ln(1/tau_tr) / d ln d)
largest phase from one impurity, strong screening: 0.1262 rad
rms potential / Fermi energy, strong screening: 0.0631
k_F times collision mean free path: 35.6
kick rate / far-law relaxation rate: 1.000000
phase rate / far-law collision rate: 0.999171
Boltzmann tau / formula tau: 1.0000010
sampled structure factor: 1.0024
far test at q_TF d = 200: rate / far law = 0.985230, series 0.985234
```
